# Direct diffuse flux to the floor of holes and trenches

**Q.** I have a round hole and a long trench, equally wide and equally deep, under the same reactive gas. I am told that the direct supply to the hole's floor is the square of the trench's. Squaring a supply sounds meaningless. What is being squared?

**A.** A fraction. Let $w$ be the trench width or the hole diameter, $L$ the depth, and $a=L/w$. Of the particles entering the mouth, let $T$ be the fraction reaching the floor without touching a wall. The claim is $T_{\rm hole}=T_{\rm trench}^2$ at equal $a$.

The assumptions are an isotropic gas above the mouth, straight flight inside, vertical walls, a flat floor parallel to the mouth, and a trench without ends. An isotropic gas sends through each unit area of mouth, per unit time and solid angle, the number $\Gamma\cos\theta/\pi$, with $\theta$ measured from the vertical. The factor $1/\pi$ makes $\Gamma$ the total flux, since

$$\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .$$

**Q.** A process engineer wants the flux on the floor, not the fraction of entrants. Are you changing the subject?

**A.** The two agree if the flux is averaged over the floor. Take an element $dA_m$ of the mouth and $dA_f$ of the floor, a distance $s$ apart. The faces are parallel, so $\cos\theta=L/s$ at both. Seen from the mouth, the floor element fills the solid angle $dA_f\cos\theta/s^2$. The rate between them is

$$dN=\frac{\Gamma}{\pi}\frac{\cos^2\theta}{s^2}\,dA_m\,dA_f=\frac{\Gamma L^2}{\pi s^4}\,dA_m\,dA_f .$$

No wall blocks the line: the inside of either feature is convex. With $N$ the integral over both faces, the fraction of entrants is $N/(\Gamma A_m)$, and the mean floor flux divided by $\Gamma$ is $N/(\Gamma A_f)$. Vertical walls give $A_m=A_f$, so both equal $T$. For the endless trench, the areas and $N$ are taken per unit length.

**Q.** Then do the trench first, without a remembered formula.

**A.** Let $x$ be the position across the floor, $x'$ that across the mouth, both from $-w/2$ to $w/2$, and $y$ the separation along the trench. With $\rho^2=L^2+(x'-x)^2$ we have $s^2=\rho^2+y^2$. Substituting $y=\rho\tan\psi$ gives

$$\int_{-\infty}^{\infty}\frac{dy}{(\rho^2+y^2)^2}=\frac1{\rho^3}\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi=\frac{\pi}{2\rho^3}.$$

The local floor flux divided by $\Gamma$ is therefore

$$g(x)=\int_{-w/2}^{w/2}\frac{L^2\,dx'}{2[L^2+(x'-x)^2]^{3/2}} .$$

The derivative of $u/\sqrt{L^2+u^2}$ is $L^2/(L^2+u^2)^{3/2}$, so with $v_\pm=w/2\pm x$

$$g(x)=\frac12\left[\frac{v_-}{\sqrt{L^2+v_-^2}}+\frac{v_+}{\sqrt{L^2+v_+^2}}\right].$$

As $x$ crosses the floor, $v_-$ and $v_+$ each run over the interval from 0 to $w$. The two terms thus have the same average, and the factor $1/2$ cancels:

$$T_{\rm trench}=\frac1w\int_0^w\frac{v\,dv}{\sqrt{L^2+v^2}}=\frac{\sqrt{L^2+w^2}-L}{w}=\sqrt{1+a^2}-a .$$

**Q.** For the hole you will now quote the view factor of two coaxial disks. I would rather see where it comes from.

**A.** It follows from a sphere. The rate $N$ is $\Gamma/\pi$ times a measure $M$ of the straight lines through both disks, $M=\int\cos\theta\,dA\,d\Omega$. This measure does not depend on the surface where the lines are counted. For a thin parallel bundle, $dA\cos\theta$ is its perpendicular cross-section, which is the same wherever a surface cuts it. I may therefore exchange the disks for surfaces on which the integral is easy.

Let $r=w/2$. Draw the sphere through both rims. Its centre lies on the axis at half depth, so its radius obeys $R^2=r^2+L^2/4$. The mouth plane cuts off a cap above, the floor plane a cap below, each of height $h=R-L/2$.

**Q.** Why should the caps exchange the same lines as the disks?

**A.** Join a point of the upper cap to one of the lower cap. The segment stays inside the ball and must cross the mouth plane. The part of that plane inside the ball is the mouth disk, so the segment crosses the mouth, and likewise the floor. Conversely, a line through both disks, extended both ways, leaves the ball through the two caps. The sets of lines are the same.

On the sphere, a chord of length $s$ and two radii form an isosceles triangle. The chord makes the same angle $\theta$ with both radii, and $s=2R\cos\theta$. Hence

$$\frac{\cos\theta\cos\theta}{s^2}=\frac1{4R^2},$$

the same for every pair of points. If $S$ is the area of one cap, then $M=S^2/(4R^2)$.

For $S$, take a band of the sphere between heights $z$ and $z+dz$ from the centre. Its circumference is $2\pi\sqrt{R^2-z^2}$ and its slanted width is $R\,dz/\sqrt{R^2-z^2}$. Its area is $2\pi R\,dz$, so $S=2\pi Rh$. Then

$$M=\frac{(2\pi Rh)^2}{4R^2}=\pi^2h^2,\qquad N=\frac{\Gamma M}{\pi}=\Gamma\pi h^2 .$$

Dividing by the entering rate $\Gamma\pi r^2$ gives

$$T_{\rm hole}=\left(\frac hr\right)^2=\left(\frac{\sqrt{r^2+L^2/4}-L/2}{r}\right)^2=\left(\sqrt{1+a^2}-a\right)^2 ,$$

because $L/(2r)=a$. This is $T_{\rm trench}^2$.

**Q.** The disk formula I know contains $X=2+L^2/r^2$ and reads $(X-\sqrt{X^2-4})/2$. I see no square there.

**A.** Here $X=2+4a^2$, and

$$X^2-4=(X-2)(X+2)=4a^2(4+4a^2)=16a^2(1+a^2).$$

The expression becomes

$$\frac{X-\sqrt{X^2-4}}2=1+2a^2-2a\sqrt{1+a^2},$$

which is the expansion of $(\sqrt{1+a^2}-a)^2$.

**Q.** So the reason is simple: a trench confines the flight in one direction, a hole in two, and two independent probabilities multiply.

**A.** That reasoning fails for a square hole, where it should work best. Two pairs of walls, each a distance $w$ apart, confine the flight in two perpendicular directions. From a deep floor the square mouth fills a solid angle of about $w^2/L^2$ near the vertical. Multiplying by $1/\pi$ gives a direct fraction of about $1/(\pi a^2)$. For large $a$ the trench formula gives about $1/(2a)$, whose square is $1/(4a^2)$. A deep square hole thus receives about $4/\pi$ times the product, so the two confinements are not independent.

Nor does the square hold at every point of the round hole's floor. Consider a floor point touching the wall of a very shallow feature. The wall hides half the sky, in the trench and in the hole alike. The local flux tends to $\Gamma/2$ in both, whereas the square would demand $\Gamma/4$ in the hole.

At $a=0.5$, the trench formula at $x=w/2$ gives $1/(2\sqrt{1+a^2})=0.447$, with square 0.200. Numerical integration of $L^2/(\pi s^4)$ over the circular mouth gives 0.276 at the edge of the hole. The identity concerns the average, not every point.

**Q.** Does it fail everywhere except in the average?

**A.** It holds at the centre too. For the trench, $x=0$ gives $g=1/\sqrt{1+4a^2}$. For the hole, rings of radius $q$ in the mouth give

$$\int_0^r\frac{L^2\,2\pi q\,dq}{\pi(L^2+q^2)^2}=L^2\left[\frac1{L^2}-\frac1{L^2+r^2}\right]=\frac{r^2}{L^2+r^2}=\frac1{1+4a^2}.$$

At $a=0.5$ these are 0.707 and 0.500.

**Q.** Show me a limit I can judge without your sphere.

**A.** Take a shallow feature. To first order in $a$, $T_{\rm trench}\approx1-a$ and $T_{\rm hole}\approx1-2a$. A vertical wall element receives particles from half of its hemisphere, the half open to the gas, and so collects $\Gamma/2$. The ratio of wall area to mouth area is $2L/w=2a$ for the trench and $\pi wL/(\pi w^2/4)=4a$ for the hole. Half of these ratios gives the losses $a$ and $2a$.

For a deep feature, multiply and divide by $\sqrt{1+a^2}+a$:

$$T_{\rm trench}=\frac1{\sqrt{1+a^2}+a}\approx\frac1{2a},\qquad T_{\rm hole}\approx\frac1{4a^2}.$$

The second can be judged directly. From a deep floor the mouth fills a solid angle of about $\pi r^2/L^2$ near the vertical. Multiplying by $\Gamma/\pi$ gives $\Gamma r^2/L^2=\Gamma/(4a^2)$.

**Q.** Put in numbers from an etch chamber.

**A.** Take fluorine atoms above a contact hole 50 nm wide and 500 nm deep, and above a trench of the same width and depth, so $a=10$. I choose 20 mTorr, 400 K and an atom density $n=10^{13}$ cm$^{-3}$, rough typical values for plasma etching.

The mean speed follows from the Maxwell distribution. With $\alpha=m/(2k_BT_g)$, where $m$ is the atomic mass and $T_g$ the gas temperature,

$$\bar v=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}\int_0^\infty v^3e^{-\alpha v^2}dv=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8k_BT_g}{\pi m}}=668\ {\rm m/s}.$$

The integral is $1/(2\alpha^2)$. Per unit solid angle the gas carries $n\bar v\cos\theta/(4\pi)$ through a horizontal surface, and integration over the downward hemisphere gives

$$\Gamma=\frac{n\bar v}{4}=\frac{10^{13}\times6.68\times10^4}{4}=1.67\times10^{17}\ {\rm cm^{-2}s^{-1}}.$$

The transmissions are $T_{\rm trench}=\sqrt{101}-10=0.0499$ and $T_{\rm hole}=0.00249$. The direct floor fluxes are $8.3\times10^{15}$ and $4.2\times10^{14}$ cm$^{-2}$s$^{-1}$. The hole receives 20 times less, the factor being $1/T_{\rm trench}$.

**Q.** How shallow would a hole have to be to match that trench?

**A.** Set $\sqrt{1+a_h^2}-a_h=q$ with $q=\sqrt{T_{\rm trench}}=0.223$. The reciprocal is $\sqrt{1+a_h^2}+a_h=1/q$. Subtracting the first from the second gives

$$a_h=\frac12\left(\frac1q-q\right)=2.13 .$$

At 50 nm diameter that is a depth of 106 nm, against 500 nm for the trench. This match concerns direct flux alone.

**Q.** Your straight flight is an idealization. Gas atoms collide, and matter has a wavelength.

**A.** Neither matters here. For a rough collision diameter $d=0.35$ nm and pressure $P$, the mean free path $k_BT_g/(\sqrt2\,\pi d^2P)$ is 3.8 mm, about 7600 times the depth. The $\sqrt2$ accounts for the relative motion of like particles, good enough for an estimate. The thermal wavelength $h_P/\sqrt{2\pi mk_BT_g}$, with $h_P$ Planck's constant, is 0.020 nm, far below the 50 nm opening.

**Q.** Real trenches end, and real holes taper.

**A.** Let the trench be 10 µm long and look at its midpoint. For $L\gg w$ we may set $\rho\approx L$. With $\eta=y/L$, the share of direct flux that would have come from beyond the ends is

$$\frac4\pi\int_{10}^{\infty}\frac{d\eta}{(1+\eta^2)^2}=4.2\times10^{-4},$$

where $4/\pi$ normalizes the integral from zero.

For taper, keep the 50 nm mouth and 500 nm depth, and narrow the floor to 40 nm. Numerical integration over the two disks leaves the mean floor flux at $0.00249\,\Gamma$. Each floor point still sees the whole mouth, and in so deep a hole the mouth looks almost the same from every point of the floor. The fraction of entrants reaching the floor falls to 0.00159, because the floor area is only $(40/50)^2=0.64$ of the mouth area. With taper, the two meanings of $T$ separate.

**Q.** What if the particles arrive as a beam, as ions do?

**A.** Then the square is no longer exact, and the size of the error depends on the beam's width compared with $1/a$. I keep straight flight, although charged walls can bend ion paths. Let the entering flux per solid angle vary as $\cos^m\theta$; the isotropic gas has $m=1$. Describe a direction by its horizontal slopes $t_x,t_y$, with $t^2=t_x^2+t_y^2=\tan^2\theta$. Since $\int\cos^m\theta\,d\Omega=2\pi/(m+1)$ and $d\Omega=\cos^3\theta\,dt_x\,dt_y$, the normalized slope density is

$$p(t_x,t_y)=\frac{m+1}{2\pi}(1+t^2)^{-(m+3)/2}.$$

Particles with a given slope cast a copy of the mouth onto the floor plane, shifted by $Lt$. The overlapping fraction reaches the floor. It is $1-a|t_x|$ for the trench while positive. For the hole, with $u=at\le1$, it is the overlap of two equal circles, $(2/\pi)(\arccos u-u\sqrt{1-u^2})$. Beyond these ranges it is zero.

Averaging numerically for $m=100$ and $a=10$ gives 0.112 for the hole and 0.369 for the trench. The square of the latter is 0.136, so the hole receives 0.82 of what the square predicts. This beam is about 6° wide. A beam whose slopes are much smaller than $1/a$ returns to the square. For small $u$ the circle overlap is $1-4u/\pi$, and the azimuthal mean of $|t_x|$ is $2t/\pi$. Hence $T_{\rm hole}\approx1-(4/\pi)a\langle t\rangle$ and $T_{\rm trench}\approx1-(2/\pi)a\langle t\rangle$, which obey the square to first order. At $a=10$ the ratio is 0.94 for $m=1000$ (about 2°) and 0.98 for $m=3000$ (about 1°).

**Q.** Why should the cosine law be favoured?

**A.** The deep limit shows it. Only slopes near zero across the confined directions then count. Integrated over all shifts, the overlap fraction of two equal shapes equals their area (or width). In slope units this is $\pi/(4a^2)$ for the hole and $1/a$ for the trench. Thus

$$T_{\rm hole}\approx\frac{m+1}{2\pi}\frac{\pi}{4a^2}=\frac{m+1}{8a^2},\qquad T_{\rm trench}\approx\frac{c}{a},\qquad c=\int_{-\infty}^{\infty}p(0,t_y)\,dt_y .$$

For $m=1$, $c=(1/\pi)(\pi/2)=1/2$, and $T_{\rm hole}/T_{\rm trench}^2=1$. For large $m$, $p(0,t_y)\approx(m/2\pi)e^{-mt_y^2/2}$, so $c\approx\sqrt{m/2\pi}$ and the ratio tends to $\pi/4=0.785$. This requires the feature to be deep enough that $1/a$ is much smaller than the beam's slope width, about $1/\sqrt m$. In the example both are 0.1, so 0.82 is not yet the limiting value; for $m=100$ a much deeper feature gives 0.789.

**Q.** You have avoided my main objection. An atom that hits a wall need not stay there.

**A.** That is the largest omission here. Let each wall hit consume the atom with probability $\epsilon$, and otherwise re-emit it with a cosine law about the wall normal. Let the floor consume every arrival. I cut the wall into 400 bands of equal height $\Delta$ and treat arrivals as uniform within each band.

The direct formula also supplies the exchange between bands. Let $T_{kl}$ be the direct transmission between horizontal sections $k$ and $l$, with band $i$ between sections $i$ and $i+1$, counted downward from the mouth at 0. Let $b$ be the band area divided by the mouth area: $4\Delta/w$ for the hole, $2\Delta/w$ for the trench. For a lower band $j$, the fraction $F_{ij}$ of emission from $i$ that next hits $j$ obeys

$$bF_{ij}=(T_{i+1,j}-T_{i+1,j+1})-(T_{i,j}-T_{i,j+1}).$$

The first bracket counts lines crossing section $i+1$ and ending on band $j$. The second removes those that had already crossed section $i$. What remains started on band $i$. Reciprocity gives $F_{ji}=F_{ij}$ for equal band areas. For the band itself, subtracting emission through its two open faces gives $bF_{ii}=b-2(1-T_{i,i+1})$.

If $H_i$ is the number of hits on band $i$ per entrant, then

$$H_i=T_{0,i}-T_{0,i+1}+(1-\epsilon)\sum_jH_jF_{ji}.$$

The first two terms are first-flight hits. I solve these linear equations numerically. With $f$ the floor section, band $j$ sends the fraction $(T_{j+1,f}-T_{j,f})/b$ straight to the floor. Total floor arrival is $T_{0,f}$ plus the sum of $(1-\epsilon)H_j$ times that fraction.

**Q.** And does the square survive?

**A.** No. At fixed $a=10$, the totals per entrant are:

- $\epsilon=0.1$: hole 0.0069, trench 0.099; hole divided by trench squared, 0.70.
- $\epsilon=0.01$: hole 0.061, trench 0.207; ratio 1.43.
- $\epsilon=0$: hole 0.109, trench 0.241; ratio 1.89.

The ratio lies below one at $\epsilon=0.1$ and above one at 0.01. A value near one at some intermediate loss would therefore not show that the direct law governs the total.

At $\epsilon=0.01$, the total is 25 times the direct part in the hole, but 4.1 times in the trench. The trench's advantage in floor flux shrinks from 20 to $0.207/0.061\approx3.4$.

**Q.** Then what use is the identity in a real etch?

**A.** It gives the line-of-sight part of the neutral supply. That is the whole supply in this model when every wall hit consumes the particle. For fluorine atoms, wall loss depends on the wall material, its coating and ion bombardment; 0.01 to 0.1 is a rough range for illustration, not a measured property of this hole. Across it, re-emission raises the hole's supply by factors from 25 down to 2.8. A real floor also returns some atoms, which this calculation omits. Direct flux alone therefore cannot set an etch rate, which depends on ions and surface reactions as well. Memory-device holes can have depth-to-width ratios of several tens, well above the 10 used here. At $a=50$ with vertical walls, the direct fraction would be about $1/(4a^2)=10^{-4}$. The re-emission factors found at $a=10$ do not carry over to that depth; the band calculation would have to be repeated there.
